APW-lo and lo-lo Blocks: Where the Local-Orbital Slope Enters

**The decision in a calculation**

When the Hamiltonian matrix of an APW+lo calculation is set up, one has to decide whether the kink of a local orbital at the muffin-tin sphere needs a surface term. Between two local orbitals no such term arises, because both vanish at the sphere. In the element between an augmented plane wave and a local orbital, the answer depends on which function the Laplacian acts on. If it acts on the local orbital (lo), a term containing the lo slope must be added. If it acts on the augmented plane wave (APW), no such term appears. The two routes give the same matrix element, and leaving out the term where it is needed can shift an eigenvalue by many eV.

**Functions and assumptions**

Take a sphere of radius R with a real spherical potential V(r) and non-relativistic electrons. The algebra is in atomic units. In one angular channel, the radial Hamiltonian is

H f = −(1/2r²) (r² f′)′ + [l(l+1)/(2r²) + V] f,

where a prime means d/dr. Let u(r) be the solution of H u = E u that is regular at the origin, at a chosen energy parameter E. Radial overlaps are taken over the sphere,

<f|g> = ∫₀ᴿ r² f g dr,

with real f and g, and u is normalized at every E, so <u|u> = 1. The derivative of u with respect to E at fixed r is u̇. Differentiating the normalization gives 2<u|u̇> = 0, so u and u̇ are orthogonal. The squared norm of u̇ is N = <u̇|u̇>.

Inside the sphere, an APW is a sum of terms A_lm u_l(r) Y_lm. The coefficients make it continuous with a plane wave outside, which requires u_l(R) ≠ 0. Its slope is left free, so it generally has a kink at R.

The lo belongs to one channel lm. It is g(r) Y_lm inside the sphere and zero outside, with

g = a u + b u̇,  g(R) = 0,  <g|g> = 1.

It is built with the same E as the APW. Since a is dimensionless, b is an energy.

**The two lo coefficients**

The condition a u(R) + b u̇(R) = 0 fixes the ratio of a and b. It is satisfied by

a = −u̇(R)/D,  b = u(R)/D.

The orthogonality of u and u̇ turns the norm into

<g|g> = a² + b²N = [u̇(R)² + N u(R)²]/D².

Setting this to one gives

D = [u̇(R)² + N u(R)²]^½.

The positive root fixes the overall sign of g. Both coefficients are now used up, and nothing is left with which to adjust the slope g′(R).

**Kinetic energy of functions with kinks**

A kink makes the second derivative singular, while the first derivative merely jumps. The kinetic matrix element is therefore defined by gradients, ½∫∇φ₁*·∇φ₂ d³r. For smooth functions this agrees with the usual −½∇² form, and for continuous functions with kinks it stays finite.

For two functions f Y_lm and g Y_l′m′, the radial parts of the gradients give f′g′ times the overlap of the spherical harmonics. The angular parts give fg/r² times the integral of the angular gradients. Integrating that by parts over the closed unit sphere leaves no edge term and produces l(l+1) times the overlap. Different lm therefore do not couple, and in one channel

h(f,g) = ∫₀ᴿ [½ r² f′g′ + ½ l(l+1) f g + r² V f g] dr.

This form is symmetric, h(f,g) = h(g,f). The lo vanishes outside its sphere, so the sphere integral is the whole matrix element for both blocks considered here.

**The boundary term**

Now move the derivative from f to g:

∫₀ᴿ ½ r² f′g′ dr = [½ r² f g′]₀ᴿ − ½ ∫₀ᴿ f (r² g′)′ dr.

The lower limit contributes nothing, because the functions are regular at the origin. The remaining integral is the radial kinetic part of <f|H g>. Therefore

h(f,g) = <f|H g> + ½ R² f(R) g′(R).  (1)

Here H g is evaluated inside the sphere, without any singular term at R.

The boundary term is the contribution of the kink. On crossing R outwards, the slope of the lo changes from g′(R) to zero, so its second derivative contains −g′(R) δ(r−R). The factor −½ in the kinetic energy turns this into +½ g′(R) δ(r−R). Multiplying by r² f(r) and integrating across R gives ½ R² f(R) g′(R), as in (1).

The slope thus appears multiplied by the value of the partner function at R. For an APW partner that value is A_lm u(R). For another lo in the same channel it is zero.

**Action of H on the local orbital**

Differentiating H u = E u with respect to E, with V held fixed, gives

H u̇ = E u̇ + u.

It follows that

H g = a E u + b(E u̇ + u) = E g + b u.  (2)

The extra term b u is the reason why g is not an eigenfunction of H inside the sphere.

**The APW-lo block, in both orders**

The radial overlap follows from orthogonality:

<u|g> = a<u|u> + b<u|u̇> = a.

First let H act on the lo. Equation (2) gives <u|H g> = aE + b, and (1) then gives

h(u,g) = aE + b + ½ R² u(R) g′(R).  (3)

Next let H act on the APW. Equation (1) with the roles exchanged reads

h(g,u) = <g|H u> + ½ R² g(R) u′(R) = aE.  (4)

The boundary term vanishes here because g(R) = 0. The kink of the APW does not contribute either, since it is multiplied by the same zero.

Because h is symmetric, (3) and (4) must agree, which requires ½ R² u(R) g′(R) = −b. This can be confirmed from the radial functions themselves. Apply (1) to the pair u, u̇ in both orders and equate the results:

<u|H u̇> + ½ R² u(R) u̇′(R) = <u̇|H u> + ½ R² u̇(R) u′(R).

The first overlap is E<u|u̇> + <u|u> = 1, and the overlap on the right is E<u̇|u> = 0. Hence

R² [u′(R) u̇(R) − u(R) u̇′(R)] = 2.  (5)

Inserting a and b into the slope of the lo gives

g′(R) = a u′(R) + b u̇′(R) = −[u̇(R) u′(R) − u(R) u̇′(R)]/D = −2/(R²D).

Since 1/D = b/u(R), this is also

g′(R) = −2b/[R² u(R)].  (6)

The boundary term in (3) is therefore −b, and it cancels the volume term +b.

Two consequences follow. The slope is not an independent input, because u(R), R and b determine it. It also cannot be zero for finite D, so a lo made from u and u̇ alone always has a kink. Removing the kink would take a third radial function.

Equation (4) did not use the form of g. Any regular function t in the sphere with t(R) = 0 obeys h(u,t) = E<u|t>, whatever its slope. The essential inputs are that u solves the radial equation at E and that the partner vanishes at R.

**The lo-lo block**

Here the boundary term is ½ R² g(R) g′(R) = 0. Equation (2) gives

h(g,g) = E<g|g> + b<g|u> = E + ab.  (7)

The quantity ab is the amount by which the energy expectation value of the lo differs from E. The slope does not appear explicitly. It is still present implicitly, since (6) allows b to be written as −½ R² u(R) g′(R).

**From one channel to the plane-wave basis**

Let the APW continue the plane wave Ω^(−½) e^{iK·r} in a cell of volume Ω, with the sphere centred at the origin. The expansion of a plane wave in spherical waves is

e^{iK·r} = 4π Σ_lm i^l j_l(Kr) Y*_lm(K̂) Y_lm(r̂).

Matching its lm component at r = R to A_lm u_l(R) gives

A_lm = 4π i^l Ω^(−½) j_l(KR) Y*_lm(K̂)/u_l(R).

For a sphere centred at τ, the plane wave supplies an additional factor e^{iK·τ}. A lo in channel lm selects one term of the APW sum. With the APW on the left, its coefficient is complex conjugated:

S(K,lo) = A*_lm a,  H(K,lo) = A*_lm a E.  (8)

The elements with the lo on the left are the complex conjugates. With one lo per channel, the lo-lo blocks are

S(lo,lo′) = δ,  H(lo,lo′) = (E + ab) δ,

where δ is one for the same sphere and the same lm, and zero otherwise. Local orbitals in different spheres do not overlap.

**Limits and conditions**

If u̇(R) = 0, then a = 0 and the lo is proportional to u̇. The APW-lo block vanishes and the lo-lo energy is E. The slope remains finite.

If u(R) → 0 while u̇(R) stays finite, then b → 0 and g approaches u up to a sign. The lo becomes the state of the sphere with a hard wall at R, with energy E. At the same time A_lm grows without bound unless the product j_l(KR) Y*_lm(K̂) also vanishes, so the APW is undefined at that energy parameter. Close to it, u and g are almost the same function, and the overlap matrix of the APW+lo basis becomes nearly singular.

If the lo is built at a different energy E′, equation (4) still gives h(u,g) = E<u|g>, with E the parameter of the APW. The overlap <u|g> is then no longer the coefficient a and must be integrated. The lo-lo energy becomes E′ + ab, with a and b computed at E′.

A non-spherical part of the potential adds its own volume integrals, which may couple different lm. It contains no derivatives, so it adds no boundary term. A scalar-relativistic treatment changes the radial operator, and (1) and (5) would have to be derived again.

**Numbers for one channel**

Take the model potential V = −V₀[1 − (r/R)²] inside the sphere and zero outside, with V₀ = 80 eV, R = 1.2 Å, l = 1 and E = −6 eV. Radial integration gives

u(R) = 0.44485 Å^(−3/2)
u̇(R) = −0.057276 Å^(−3/2) eV⁻¹
N = 0.0007105 eV⁻²

The normalization constant is

D = [0.057276² + 0.0007105 × 0.44485²]^½ = 0.05849 Å^(−3/2) eV⁻¹,

and the coefficients are

a = 0.057276/0.05849 = 0.979
b = 0.44485/0.05849 = 7.606 eV.

In these units the factor ½ of the boundary term becomes ħ²/(2m) = 3.810 eV Å². The slope from (6) is

g′(R) = −7.606/(3.810 × 1.2² × 0.44485) = −3.116 Å^(−5/2).

With H acting on the lo, the volume term is

aE + b = −5.875 + 7.606 = 1.730 eV,

after rounding. The boundary term is −7.606 eV, and the sum is −5.875 eV (−0.2159 hartree). With H acting on the APW, aE gives this value directly. The volume term alone is too high by b = 7.606 eV. Its opposite sign here depends on the energy zero: shifting V and E together by c adds ac to both the volume term and the full element, and leaves their difference b unchanged.

The lo-lo element is

E + ab = −6 + 0.9792 × 7.606 = 1.448 eV (0.0532 hartree).

For a plane wave with K = (0.5, 1.0, 1.5) Å⁻¹ in a cubic cell of edge 3 Å, KR = 2.245 and j₁(KR) = 0.4331. For m = 0 the matching formula gives A₁₀ = 0.9223i. Hence

S(K,lo) = −0.9223i × 0.9792 = −0.9032i
H(K,lo) = −6 eV × (−0.9032i) = 5.419i eV.

A three-dimensional integration of the gradient form gives the same two values.

**What the boundary term does to a level**

To see the blocks at work in an eigenvalue problem, put the sphere at the centre of a spherical box of radius 2.4 Å with an impenetrable wall. Five functions j₁(k_n r) that vanish at the wall replace the plane waves. Each is matched to u at R with the coefficient j₁(k_n R)/u(R). Between R and the wall, their matrix elements are gradient integrals. Inside the sphere, (1) with f = g = u gives

h(u,u) = E + ½ R² u(R) u′(R).

Here the slope of the APW does enter, because the partner does not vanish at R.

Direct integration of the radial equation places the lowest p level at −9.042 eV. Relative to this value, the errors for E = −6 eV are:

- APW alone: +0.79 eV
- APW with the lo: +0.0004 eV
- APW with the lo, boundary term dropped: −28 eV

In the last case the two unequal volume terms, aE + b and aE, were averaged to aE + b/2. This makes the matrix Hermitian again, but it leaves an error of b/2 = 3.8 eV in the radial element. The level falls to −37.2 eV. The size and the sign of this shift depend on the energy parameter; at E = −14 eV the same omission raises the level by about 0.8 eV. The matrix no longer represents the Hamiltonian in the chosen basis, so the variational upper bound is lost.

The shift is much larger than 3.8 eV. One reason is that u and g are nearly parallel, with overlap 0.979. Their difference u − g has the small squared norm <u−g|u−g> = 2(1−a) = 0.0415. Raising h(u,g) by b/2 changes h(u−g,u−g) by −b, so the energy expectation value of this combination within the sphere changes by

−b/[2(1−a)] = −7.606/0.0415 ≈ −183 eV.

In the box, the APW also has weight outside the sphere, and the eigenvector need not be this combination. The estimate shows how the error is amplified; it does not predict the shift of −28 eV.

The gain from the lo can be understood by expanding the radial function at the true energy ε about E:

u(ε) = u(E) + (ε−E) u̇ + terms of order (ε−E)².

The APW alone misses the term linear in ε−E, while the lo supplies it. Since the variational energy error is quadratic in the error of the function, the leading linearization errors are of order (ε−E)² without the lo and (ε−E)⁴ with it. Moving E to −14 eV increases its distance from the level from 3.0 to 5.0 eV. The errors grow to 1.56 eV without the lo and 0.0014 eV with it, that is, by factors of about 2 and 4. The leading powers alone would give 2.7 and 7. The two energy parameters lie on opposite sides of the level and several eV from it, so higher orders may matter, and the finite number of outer waves adds about 0.0001 eV, which is a sizable part of the small errors with the lo and negligible for the APW alone. These two points therefore do not establish the powers.

The numerical check tests the radial blocks against the gradient definition for l = 0 to 3 at two energy parameters.

Table of computed values

```
well depth V0 = 80.0 eV
sphere radius R = 1.20 angstrom
energy parameter E (l = 1) = -6.0 eV
hbar^2/(2m) = 3.80998 eV angstrom^2
u(R) = 0.444854 angstrom^-3/2
u'(R) = -2.111249 angstrom^-5/2
udot(R) = -0.057276 angstrom^-3/2 eV^-1
udot'(R) = -0.137902 angstrom^-5/2 eV^-1
N = <udot|udot> = 0.0007105 eV^-2
lo coefficient a = 0.979236 (dimensionless)
lo coefficient b = 7.60562 eV
lo slope g'(R) = -3.116245 angstrom^-5/2
volume term <u|H g> = 1.7302 eV
boundary term with u(R) g'(R) = -7.6056 eV
volume term <g|H u> = -5.8754 eV
APW-lo radial H, gradient quadrature = -5.87542 eV
APW-lo radial H, formula a E = -5.87542 eV
APW-lo radial H, converted = -0.215918 hartree
lo-lo H, gradient quadrature = 1.44770 eV
lo-lo H, formula E + a b = 1.44770 eV
lo-lo H, converted = 0.053202 hartree
largest APW-lo deviation, 8 channels = 2.6e-12 eV
largest lo-lo deviation, 8 channels = 8.3e-12 eV
cubic cell edge = 3.0 angstrom
plane wave K = (0.5, 1.0, 1.5) angstrom^-1
K R = 2.24499 (dimensionless)
j_1(K R) = 0.433074 (dimensionless)
Im A_10 = 0.922328 (dimensionless, real part zero)
Im S(K,lo), 3D quadrature = -0.903177 (dimensionless)
Im S(K,lo), formula = -0.903177 (dimensionless)
Im H(K,lo), 3D quadrature = 5.41906 eV
Im H(K,lo), formula = 5.41906 eV
box radius = 2.4 angstrom
number of spherical waves = 5
lowest p level, direct integration = -9.0424 eV
E = -6 eV: level, APW alone = -8.2537 eV
E = -6 eV: level, APW+lo = -9.0421 eV
E = -6 eV: level, boundary term dropped = -37.2052 eV
E = -6 eV: error, APW alone = 0.78875 eV
E = -6 eV: error, APW+lo = 0.00036 eV
E = -6 eV: error, term dropped = -28.16281 eV
E = -14 eV: error, APW alone = 1.55863 eV
E = -14 eV: error, APW+lo = 0.00143 eV
```
